# Effective order-parameter exponent of a ferroelectric near a tricritical point

## Problem

A uniaxial ferroelectric in zero field, uniformly polarized along its axis, has the free energy density

$$F=\frac{a}{2}P^2+\frac{B}{4}P^4+\frac{c}{6}P^6 ,\qquad B>0,\quad c>0 .$$

The quadratic coefficient is $a=-a_0t$, where $t=T_c-T$ is the distance below the transition and $a_0>0$. The coefficients $a_0$, $B$ and $c$ do not depend on temperature. When $B$ is small the crystal is close to a tricritical point, which is the point $a=B=0$.

A power law $P\propto t^{\beta}$ would give a straight line of slope $\beta$ in a log-log plot. Here no single power law holds over the whole range, so a local exponent is defined as the slope of that plot at a given $t$:

$$\beta_{\rm eff}=\frac{d\ln P}{d\ln t}=\frac{d\ln P}{d\ln|a|} .$$

The two forms agree because $\ln|a|=\ln a_0+\ln t$ with $a_0$ constant.

(a) Estimate $\beta_{\rm eff}$ by scaling, and find where its value changes.

(b) Find $\beta_{\rm eff}$ for $a<0$ as a function of the single dimensionless number $u=-4ac/B^2$.

(c) Compare the two for $T_c=340$ K, $a_0=1.6\times10^{6}$ J m C$^{-2}$ K$^{-1}$, $B=8\times10^{8}$ J m$^5$ C$^{-4}$ and $c=4\times10^{10}$ J m$^9$ C$^{-6}$. What exponent would a straight-line fit between 1 and 40 K below $T_c$ return?

## First estimate by scaling

In equilibrium $dF/dP=0$. For $P\neq0$ a factor $P$ can be divided out, which leaves

$$|a|=BP^2+cP^4 . \tag{1}$$

Close to $T_c$ the polarization is small and the first term on the right dominates. Then $P\simeq(|a|/B)^{1/2}$ and the exponent is $1/2$. Far from $T_c$ the second term dominates. Then $P\simeq(|a|/c)^{1/4}$ and the exponent is $1/4$.

The two power laws cross where $|a|/B=(|a|/c)^{1/2}$. Squaring gives $|a|=B^2/c$, which is $u=4$. The estimate is therefore a step: $1/2$ for $u<4$ and $1/4$ for $u>4$. For the given numbers the step lies at

$$t_\times=\frac{B^2}{a_0c}=\frac{6.4\times10^{17}}{(1.6\times10^{6})(4\times10^{10})}\ \text{K}=10\ \text{K}.$$

Both terms on the right of (1) are positive, so each is smaller than $|a|$. Each power law therefore overestimates $P$, and the smaller of the two is the better estimate.

## Exact solution

**The equilibrium polarization.** With $x=P^2$, equation (1) becomes $cx^2+Bx+a=0$. The product of the roots is $a/c<0$, so exactly one root is positive:

$$x=\frac{-B+\sqrt{B^2-4ac}}{2c}=\frac{B}{2c}(s-1),\qquad s=\sqrt{1+u}. \tag{2}$$

The second form follows from $B^2-4ac=B^2(1+u)$ and $\sqrt{B^2}=B$, which uses $B>0$.

To see that this root is a minimum, take $F''=a+3Bx+5cx^2$ and insert $a=-Bx-cx^2$. The result is $F''=2Bx+4cx^2>0$. At $P=0$, by contrast, $F''=a<0$. Since $F$ grows without bound at large $|P|$ and has no other stationary points, the states $P=\pm\sqrt{x}$ are its global minima.

**The slope.** At fixed $B$ and $c$, $u$ is proportional to $|a|$, so $d\ln|a|=d\ln u$. The prefactor $B/2c$ in (2) is constant and drops out of the logarithmic derivative. Since $P=x^{1/2}$,

$$\beta_{\rm eff}=\frac12\frac{d\ln(s-1)}{d\ln u}=\frac12\,\frac{u}{s-1}\,\frac{ds}{du}.$$

Differentiating $s^2=1+u$ gives $ds/du=1/(2s)$, and therefore

$$\beta_{\rm eff}=\frac{u}{4s(s-1)} .$$

Now $u=s^2-1=(s-1)(s+1)$. The factor $s-1$ cancels:

$$\boxed{\;\beta_{\rm eff}=\frac{s+1}{4s}=\frac14\left(1+\frac{1}{\sqrt{1+u}}\right)\;} \tag{3}$$

As a numerical check, equilibria were solved in reduced units ($B=c=1$) at fifteen values of $u$ from $10^{-3}$ to $10^{4}$. Their logarithmic slopes differ from (3) by at most $2.8\times10^{-9}$.

**What the exponent measures.** Let $w=cx^2/|a|$ be the share of the last term in the balance (1). Differentiating $|a|=Bx+cx^2$ gives

$$\frac{d\ln|a|}{d\ln x}=\frac{Bx+2cx^2}{Bx+cx^2}=1+w,\qquad\text{so}\qquad \beta_{\rm eff}=\frac{1}{2(1+w)} .$$

The local exponent thus shows how much of the restoring force comes from the sixth-order term. When the two terms are equal, $w=1/2$ and $\beta_{\rm eff}=1/3$. By (3) this requires $s=3$, or $u=8$.

**Limits.** For small $u$, $1/\sqrt{1+u}=1-u/2+\dots$, and for large $u$ it tends to $1/\sqrt u$. Hence

$$\beta_{\rm eff}\simeq\frac12-\frac u8\quad(u\ll1),\qquad \beta_{\rm eff}\simeq\frac14+\frac{1}{4\sqrt u}\quad(u\gg1).$$

The approach to $1/4$ is slow. To come within 0.01 of it one needs $1/\sqrt{1+u}=0.04$, or $u=624$. With the numbers of part (c) this would lie 1560 K below $T_c=340$ K, so that crystal never gets there. Within this mean-field theory the limiting exponent at $T_c$ is $1/2$ for every $B>0$, however small. A small $B$ narrows the range in which $1/2$ is seen. At $B=0$, equation (1) gives $P=(|a|/c)^{1/4}$ and the exponent is $1/4$ at all $t$.

**The case of negative $B$.** Now $\sqrt{B^2}=|B|=-B$, and the positive root is $x=(|B|/2c)(s+1)$. The same differentiation gives

$$\frac{d\ln P}{d\ln|a|}=\frac12\,\frac{u}{s+1}\,\frac{1}{2s}=\frac{s-1}{4s}=\frac14\left(1-\frac1{\sqrt{1+u}}\right).$$

This slope rises from 0 towards $1/4$ as $u$ grows. It starts at 0 because $P^2=|B|/c$ remains finite at $a=0$. There $F=x^2(-|B|/4+cx/6)=-|B|x^2/12<0$, so the polar state is already favoured over $P=0$. The transition is of first order and occurs at positive $a$, and $|a|$ no longer measures the distance from it. Result (3) therefore needs $B>0$.

## Comparison

At 10 K below $T_c$, $a=-1.6\times10^{7}$ J m C$^{-2}$ and

$$u=\frac{4(1.6\times10^{7})(4\times10^{10})}{(8\times10^{8})^2}=4,\qquad s=\sqrt5=2.236 .$$

Equation (2) gives $x=0.01\times1.236=0.01236$ C$^2$ m$^{-4}$, so $P=0.1112$ C m$^{-2}=11.1$ µC/cm². Equation (3) gives $\beta_{\rm eff}=(1+0.447)/4=0.362$. The other rows follow in the same way.

| $t$ (K) | $u$ | $P$ (µC/cm²) | $\beta_{\rm eff}$ | scaling |
|---|---|---|---|---|
| 0.1 | 0.04 | 1.41 | 0.495 | 1/2 |
| 1 | 0.4 | 4.28 | 0.461 | 1/2 |
| 7.5 | 3 | 10.0 | 0.375 | 1/2 |
| 10 | 4 | 11.1 | 0.362 | step |
| 40 | 16 | 17.7 | 0.311 | 1/4 |

**Polarization.** Scaling gives 4.5 µC/cm² at 1 K, 14.1 at 10 K and 20.0 at 40 K. The ratio of the exact $x$ to its estimate follows from (2). It is $2(s-1)/u=2/(s+1)$ against the first power law and $(s-1)/\sqrt u=\sqrt{(s-1)/(s+1)}$ against the second. The first ratio falls with $u$ and the second rises, so the estimate is worst at the crossing, $u=4$. There the exact $P$ is $\sqrt{2/(1+\sqrt5)}=0.79$ of the estimate.

**Exponent.** Scaling finds the two limits and the order of magnitude of the distance below $T_c$ at which the crossover lies, but it replaces a wide crossover by a step. The midpoint $3/8$ requires $s=2$, or $u=3$, which is 7.5 K below $T_c$. At 40 K, four times the crossing distance, the exponent is still 0.06 above $1/4$.

**A fit over a finite window.** Integrating the definition of the local exponent gives

$$\frac{\ln[P(t_2)/P(t_1)]}{\ln(t_2/t_1)}=\frac{1}{\ln(t_2/t_1)}\int_{\ln t_1}^{\ln t_2}\beta_{\rm eff}\,d\ln t .$$

The slope between two points is the average of $\beta_{\rm eff}$ over $\ln t$. From 1 to 40 K it is 0.384. The step estimate would give $(\tfrac12\ln10+\tfrac14\ln4)/\ln40=0.406$. A least-squares line through 60 points equally spaced in $\ln t$ also gives 0.384, and $P$ departs from that line by at most 4.8 %. About ten points with an rms scatter of 4.8 % could pass for a power law with exponent 0.38. With 60 such points a quadratic term in the fit would usually reveal the curvature. In this model the number 0.38 belongs to the window and not to the transition.

**Reading the formula backwards.** From (3), $4\beta_{\rm eff}-1=1/s$, so

$$u=\frac{1}{(4\beta_{\rm eff}-1)^2}-1 ,\qquad \left|\frac{du}{d\beta_{\rm eff}}\right|=\frac{8}{(4\beta_{\rm eff}-1)^3}=8s^3 .$$

A measured local slope thus yields $B^2/c$ once $a$ is known. At 10 K, $8s^3=89$, so an error of 0.01 in the slope changes $u=4$ by about 0.9.

## Where the model meets a real crystal

The parameters are round numbers and represent no particular material. They lie in the rough regime of displacive uniaxial ferroelectrics near a tricritical point. The Curie constant $1/(\varepsilon_0a_0)$ is about $7\times10^4$ K, against a rough $10^5$ K for displacive ferroelectrics, and polarizations of some 10 µC/cm² are ordinary.

In a film clamped by a substrate, $B$ and $T_c$ have other values than in a free crystal. Result (3) keeps its form if the clamped values are inserted and do not depend on temperature, but the exponent at a given $t$ changes. If $B$ doubled with $a$ and $c$ held fixed, $u$ at the 10 K point would fall from 4 to 1, and the exponent would rise from 0.36 to 0.43. A real sample can break the assumptions of zero field, of constant coefficients and of a free energy that ends at sixth order. The effects of these, and that of a misplaced $T_c$, are sized below. Domains would break the assumption of uniform polarization and are not treated here.

**Error in $T_c$.** If $T_c$ is placed too high by $\delta$, the assumed distance is $t'=t+\delta$, where $t$ is the true one. Since $d\ln t'=(t/t')\,d\ln t$, the apparent exponent is the true local exponent at $t$ multiplied by $t'/t$:

$$\frac{d\ln P}{d\ln t'}=\left(1+\frac{\delta}{t}\right)\beta_{\rm eff},\qquad \beta_{\rm eff}\ \text{taken at the true distance}\ t .$$

For $\delta=0.1$ K it is too large by 0.046 at $t=1$ K, but by only 0.004 at 10 K.

**Stray field.** A weak field $E$ along $P$ adds $\chi E$ to the polarization, with $\chi=1/F''$. The relative increase, $\chi E/P=E/[P^3(2B+4cx)]$, is largest near $T_c$, so the slope is lowered. A field of 0.01 kV/cm changes the exponent by $-0.010$ at 1 K and by $-0.0003$ at 10 K. Closer to $T_c$ the same field is no longer weak. At 0.1 K it raises $P$ by 17 % and lowers the exponent by 0.18, so the first row of the table would be seen only in a much smaller field.

**Drift of $B$.** If $B$ varies with temperature, differentiating $a+Bx+cx^2=0$ gives $(B+2cx)\,dx=-da-x\,dB$. By (2), $B+2cx=Bs$. The term in $da$ reproduces (3), and the term in $dB$ adds the second piece of

$$\frac{d\ln P}{d\ln t}=\frac{s+1}{4s}-\frac{1}{2s}\frac{d\ln B}{d\ln t},$$

where $s$ is taken at the local $B$. If $B$ grows on cooling by 0.2 % of its value at $T_c$ per kelvin, the exponent changes by $-0.003$ at 10 K and $-0.005$ at 40 K. The shift is nearly proportional to the drift and reverses sign with it. Near a tricritical point $B$ is small, so its relative drift can be much larger: 2 % per kelvin gives $-0.026$ at 10 K and $-0.049$ at 40 K.

**Higher orders and quantum saturation.** An added term $dP^8/8$ with $d=10^{11}$ J m$^{13}$ C$^{-8}$ changes the exponent by $-0.010$ at 40 K. The sign is as expected, because a balance $|a|=dP^6$ alone would give $1/6$. Quantum saturation of the form $a\propto T_s[\coth(T_s/T)-\coth(T_s/T_c)]$, with $T_s=100$ K and the slope at $T_c$ kept equal to $a_0$, changes it by $-0.001$ there, and by $-0.005$ for $T_s=200$ K. The sizes of all these disturbances are assumed, so the shifts show sensitivity and are not predictions for a given crystal.

**Thermal fluctuations.** Their strength was estimated from the Gaussian spectrum $k_BT/[\chi^{-1}+gq^2+q_z^2/(\varepsilon_0\varepsilon_bq^2)]$, with gradient coefficient $g=10^{-10}$ J m$^3$ C$^{-2}$ and background permittivity $\varepsilon_b=10$. The last term is the dipolar energy of a uniaxial ferroelectric. It stretches the correlation length along the axis from $\xi=\sqrt{g\chi}$ to $\xi_\parallel=\xi\sqrt{\chi/(\varepsilon_0\varepsilon_b)}$. The spectrum is weighted by $\exp(-\xi^2q_\perp^2-\xi_\parallel^2q_z^2)$, which averages the polarization over a Gaussian region of effective volume $(4\pi)^{3/2}\xi^2\xi_\parallel\approx45\,\xi^2\xi_\parallel$. The mean-square fluctuation of this average is $0.7\times10^{-3}$ of $P^2$ at 1 K and $2.3\times10^{-3}$ at 40 K. The size of the ratio depends on the region chosen: for a Gaussian region of effective volume $(4\pi/3)\xi^2\xi_\parallel$ it is about five times larger, or roughly 1 % at 40 K.

The growth on cooling follows from the scale factor of this ratio. Since $\xi^2\xi_\parallel\propto\chi^2$ and $1/(\chi P^2)=2B+4cx=2Bs$,

$$\frac{k_BT\chi}{\xi^2\xi_\parallel P^2}\propto\frac{T}{\chi P^2}=2BsT .$$

From 1 to 40 K below $T_c$, $s$ rises from 1.183 to 4.123, a factor of 3.5, while $T$ falls from 339 to 300 K, a factor of 0.88. The product grows by a factor of 3.1, as the computed ratio does. At 40 K the transverse correlation length is 0.7 nm, close to atomic dimensions, so the continuum estimate is rough there.

Towards $T_c$, $s$ tends to 1 and the scale factor tends to a constant that is not zero. The small ratio indicates that fluctuations are a correction over the range of the table, but it is not a bound on the shift of the exponent, and it does not establish the value $1/2$ arbitrarily close to $T_c$. Averaging the equation of state over the same spectrum adds $(3B+10cP^2)\langle\delta P^2\rangle$ to the right side of (1). With a cutoff at wavelengths of 0.8 to 1.6 nm, and with the value of $\langle\delta P^2\rangle$ at $T_c$ absorbed into $T_c$ and $B$, the part that depends on $\chi$ changes $P$ by 2 to 5 % and the exponent at 10 K by $+0.005$ to $+0.010$. The remaining part is proportional to $T$ and makes the effective $B$ fall on cooling by 0.3 to 1 % per kelvin. With it the shift between 10 and 40 K reaches $+0.01$ to $+0.04$. These figures depend on the cutoff and give the order of magnitude only.

The full set of values is in the numerical output below.

## Computed results

```
Tc = 340 K
a0 = 1.60e+06 J m/(C^2 K)
B = 8.00e+08 J m^5/C^4
c = 4.00e+10 J m^9/C^6
largest error of exponent formula in tests = 2.8e-09
u where exponent is 3/8 = 3.0000
distance below Tc where u = 1: 2.50 K
distance below Tc where exponent is 3/8: 7.50 K
Tc-T (K) | u | P (uC/cm2) | exponent: numerical, formula
  0.1 |  0.040 |   1.407 | 0.4951, 0.4951
  1.0 |  0.400 |   4.280 | 0.4613, 0.4613
  2.5 |  1.000 |   6.436 | 0.4268, 0.4268
  7.5 |  3.000 |  10.000 | 0.3750, 0.3750
 10.0 |  4.000 |  11.118 | 0.3618, 0.3618
 40.0 | 16.000 |  17.672 | 0.3106, 0.3106
u recovered from numerical slope at 10 K = 4.0000
two-point exponent, 1 to 40 K = 0.3844
average of formula over ln t, 1 to 40 K = 0.3844
straight-line fit exponent, 1 to 40 K = 0.3840
largest misfit of P to that line = 4.79 %
assumed stray field = 0.01 kV/cm
assumed growth of B on cooling = 0.2 %/K
assumed eighth-order coefficient = 1.0e+11 J m^13/C^8
assumed quantum saturation temperature = 100 K
assumed Tc too high by 0.1 K
change of exponent at 1, 10, 40 K below Tc:
  stray field: -0.0100, -0.0003, -0.0000
  drift of B: -0.0007, -0.0027, -0.0051
  eighth-order term: -0.0003, -0.0043, -0.0102
  quantum saturation: -0.0000, -0.0003, -0.0012
  error in Tc: +0.0461, +0.0036, +0.0008
assumed gradient coefficient = 1.0e-10 J m^3/C^2
assumed background permittivity = 10 (relative)
Tc-T (K) | correlation length across, along axis (nm) | mean-square fluctuation / P^2
  1.0 | 5.37, 306.4 | 7.34e-04
 10.0 | 1.50, 24.0 | 1.35e-03
 40.0 | 0.70, 5.2 | 2.28e-03
```
